# Exchange-Bias Saturation from a Domain Wall in a Thick Antiferromagnet

To predict the exchange-bias field of a ferromagnetic film on an antiferromagnet, one must decide which energy to compute with care. If the antiferromagnet stays rigid, the field is set by the interface coupling $J$, and effort belongs in the interface. If the antiferromagnet can twist, a strong interface winds a domain wall into it, and the field is set by the bulk stiffness and anisotropy. For the film worked out below, the rigid assumption gives 250 mT and the correct treatment of the same model gives 47 mT. The quantity that decides between the two regimes is $2\sqrt{AK}$, half the energy of a full domain wall.

## The model

The ferromagnet has magnetization $M$ and thickness $t_F$. It is uniformly magnetized, and its direction makes an angle $\beta$ with the easy axis of the antiferromagnet. Its own anisotropy is neglected at first. The antiferromagnet fills $x>0$, with the interface at $x=0$. It has two opposite sublattices, and $\theta(x)$ is the angle of the sublattice that ends at the interface. Its energy density is $A\theta'^2+K\sin^2\theta$, with stiffness $A$ (J/m) and anisotropy constant $K$ (J/m$^3$). Deep inside, the state set during preparation is held at $\theta=0$.

The interface is uncompensated: one sublattice dominates there, so the coupling energy per area is $-J\cos(\alpha-\beta)$, with $\alpha=\theta(0)$ and $J>0$. The field $H$ lies along the easy axis and is positive along $\theta=0$. The Zeeman energy per area is $-\mu_0Mt_FH\cos\beta$. Reversal needs negative $H$, so define the positive load

$$f=-\mu_0Mt_FH, \tag{1}$$

an energy per area. The Zeeman term is then $+f\cos\beta$.

## Energy of a partial wall

For a given interface angle $0\le\alpha\le\pi$, the antiferromagnet minimizes

$$e_{AF}=\int_0^\infty\left(A\theta'^2+K\sin^2\theta\right)dx .\tag{2}$$

Expanding a square gives

$$\left(\sqrt A\,\theta'+\sqrt K\sin\theta\right)^2=A\theta'^2+K\sin^2\theta+2\sqrt{AK}\,\sin\theta\,\theta' .$$

With the abbreviation

$$a=2\sqrt{AK}, \tag{3}$$

the integrand of (2) is therefore the square minus $a\sin\theta\,\theta'$. The last piece is a total derivative, because $-\sin\theta\,\theta'=(\cos\theta)'$. It integrates to $a[\cos\theta(\infty)-\cos\theta(0)]=a(1-\cos\alpha)$, whatever the profile. The square cannot be negative, so the lowest energy is

$$e_{AF}(\alpha)=a(1-\cos\alpha), \tag{4}$$

reached when the square vanishes:

$$\theta'=-\frac{\sin\theta}{w},\qquad w=\sqrt{A/K}.$$

Since $\frac{d}{dx}\ln\tan(\theta/2)=\theta'/\sin\theta=-1/w$, the profile is

$$\tan\frac{\theta(x)}2=\tan\frac\alpha2\;e^{-x/w}. \tag{5}$$

A full $180^\circ$ wall costs $e_{AF}(\pi)=2a=4\sqrt{AK}$. The wall centre, where $\theta=90^\circ$, lies at $x_0=w\ln\tan(\alpha/2)$. For $\alpha<90^\circ$ this is negative, and the antiferromagnet contains only the tail of a wall. For $\alpha\to\pi$ the centre moves off to infinity.

## Eliminating the antiferromagnet

The total energy per area is

$$E=a(1-\cos\alpha)-J\cos(\alpha-\beta)+f\cos\beta . \tag{6}$$

Let $\hat z$ be the unit vector along the easy axis, $\mathbf m$ the direction of the ferromagnet and $\mathbf n$ that of the interface sublattice. The terms containing $\alpha$ are

$$-a\,\mathbf n\cdot\hat z-J\,\mathbf n\cdot\mathbf m=-\mathbf n\cdot(a\hat z+J\mathbf m).$$

This is lowest when $\mathbf n$ points along $a\hat z+J\mathbf m$, and its value is then minus the length of that vector. The components of the vector along and across the axis are $a+J\cos\beta$ and $J\sin\beta$. Hence

$$E(\beta)=a-R+f\cos\beta,\qquad R^2=a^2+J^2+2aJ\cos\beta, \tag{7}$$

$$\tan\alpha=\frac{J\sin\beta}{a+J\cos\beta}, \tag{8}$$

with $\alpha$ in the quadrant given by the signs of the two components.

The rotation need not be assumed planar. If the sublattice also turns about the axis by an azimuth $\varphi$, the density (2) gains the non-negative term $A\sin^2\theta\,\varphi'^2$. The lowest wall energy is still (4), with $\alpha$ the angle from the axis, and the best $\mathbf n$ lies in the plane of $\hat z$ and $\mathbf m$.

Geometrically, the tip of $a\hat z+J\mathbf m$ moves on a circle of radius $J$ whose centre is a distance $a$ from the origin. If $J<a$, the origin is outside the circle: during reversal $\alpha$ rises to at most $\arcsin(J/a)$ and then returns to zero. If $J>a$, the circle encloses the origin, and $\alpha$ reaches $\pi$ when $\beta$ does. Thus $J>2\sqrt{AK}$ is the condition for a reversed ferromagnet to leave a full wall behind. The threshold is half the full wall energy, because the choice at $\beta=\pi$ is between paying $2a$ for a wall and paying $2J$ for an antiparallel interface.

## The magnetization curve and the bias field

Differentiating $R^2$ gives $dR/d\beta=-aJ\sin\beta/R$, so

$$\frac{dE}{d\beta}=\sin\beta\left(\frac{aJ}{R}-f\right), \tag{9}$$

$$\frac{d^2E}{d\beta^2}=\cos\beta\left(\frac{aJ}{R}-f\right)+\frac{(aJ)^2\sin^2\beta}{R^3}. \tag{10}$$

The last term comes from $\frac{d}{d\beta}(aJ/R)=-(aJ/R^2)\,dR/d\beta$. Equation (9) has three kinds of solution.

- The aligned state $\beta=0$ has $R=a+J$. By (10) it is stable for $f<aJ/(a+J)$.
- The reversed state $\beta=\pi$ has $R=|J-a|$. It is stable for $f>aJ/|J-a|$.
- Between these loads the bracket in (9) vanishes, so $R=aJ/f$. The first term of (10) is then zero and the second positive, so this canted state is a minimum.

Inserting $R=aJ/f$ into (7) gives the reduced magnetization along the axis,

$$m=\cos\beta=\frac{(aJ/f)^2-a^2-J^2}{2aJ}. \tag{11}$$

Take the bias field as the field at which $m=0$. Then $(aJ/f)^2=a^2+J^2$, and (1) gives

$$\boxed{\;\mu_0H_{eb}=-\frac{1}{Mt_F}\,\frac{aJ}{\sqrt{a^2+J^2}},\qquad a=2\sqrt{AK}\;} \tag{12}$$

Equivalently, the bias load obeys $1/f^2=1/a^2+1/J^2$, so the smaller energy dominates. The two limits are

$$f\simeq J\left(1-\frac{J^2}{2a^2}\right)\ (J\ll a),\qquad f\simeq a\left(1-\frac{a^2}{2J^2}\right)\ (J\gg a). \tag{13}$$

The second is Mauri's saturation: $|\mu_0H_{eb}|\to2\sqrt{AK}/(Mt_F)$, independent of the interface. It is approached smoothly. At $J=a$ the bias is $1/\sqrt2=71\%$ of its saturation value, and at $J=2a$, where the coupling equals the full wall energy, it is $2/\sqrt5=89\%$.

At the bias field, (8) with $\beta=90^\circ$ gives $\tan\alpha=J/a$. Even for very strong coupling the interface sublattice has then turned by only about $90^\circ$, and the stored energy (4) is about $a$. The full wall belongs to the end of the reversal, not to its midpoint.

Equations (7) and (11) are unchanged if $a$ and $J$ are exchanged, apart from a constant in the energy. Within this model, a measured magnetization curve can therefore yield the two energies but cannot tell which belongs to the interface. The difference lies in $\alpha$, which the ferromagnet's moment does not show.

## A sharp threshold for collinear states

Suppose that the ferromagnet can be found only at $\beta=0$ or $\beta=\pi$. From (7), $E(0)=-J+f$ and $E(\pi)=a-|a-J|-f$, so

$$E(\pi)-E(0)=a+J-|a-J|-2f=2\min(a,J)-2f. \tag{14}$$

The two states have equal energy at $f=\min(a,J)$, which has a corner at $J=a$ instead of the smooth crossover of (12). This is the relevant load if the film reaches the lower of its two collinear states. It need not be the centre of a hysteresis loop, whose edges are set by loss of stability.

A weak ferromagnetic anisotropy $K_F$ along the same axis adds $k\sin^2\beta$ to (7), with $k=K_Ft_F$. Its torque $k\sin2\beta$ vanishes at $90^\circ$, so the zero crossing does not move. Its curvature there is $2k\cos2\beta=-2k$, so by (10) the crossing remains a stable state while

$$k<\frac{(aJ)^2}{2(a^2+J^2)^{3/2}}. \tag{15}$$

For larger $k$ the magnetization jumps across zero, and (12) no longer describes a stable state. Condition (15) concerns only the stability of the crossing itself. The anisotropy also holds the aligned state up to $f=aJ/(a+J)+2k$; if this load exceeds that of (12), a film swept from alignment jumps past the crossing even though (15) holds. For $J\gg a$ the limit (15) falls as $a^2/(2J)$, so a strongly coupled film must be softer for (12) to apply.

## A worked film

Take rough values in the regime of permalloy on an FeMn-type antiferromagnet: $M=800$ kA/m, $t_F=10$ nm, $A=3$ pJ/m and $K=12$ kJ/m$^3$. The coupling is set to $J=2$ mJ/m$^2$ to represent a strong interface. Then

$$a=2\sqrt{(3\times10^{-12})(1.2\times10^{4})}\ \text{J/m}^2=0.3795\ \text{mJ/m}^2,$$

and $w=15.8$ nm. The ratio $J/a=5.27$ places the film well into the strong-coupling regime. The bias load is

$$f=\frac{0.3795\times2}{\sqrt{0.3795^2+2^2}}=0.3728\ \text{mJ/m}^2 .$$

Division by $Mt_F=8\times10^{-3}$ A gives $|\mu_0H_{eb}|=46.6$ mT, or 466 Oe. The saturation value is $a/(Mt_F)=47.4$ mT, so the film falls short of it by 1.8%, as (13) predicts. The interface angle at this field is $\arctan5.27=79^\circ$. The reversal starts at 39.9 mT and ends at 58.5 mT.

For comparison, the energy was also minimized numerically for a chain of angles spaced 1 nm apart through 100 nm of antiferromagnet, with the far end held at $\theta=0$. The load was adjusted until $\cos\beta=0$. The last column of the table gives the result; the other parameters are fixed.

| $J$ (mJ/m$^2$) | rigid, $J/(Mt_F)$ (mT) | eq. (12) (mT) | chain (mT) |
|---|---|---|---|
| 0.1 | 12.5 | 12.09 | 12.09 |
| 0.4 | 50 | 34.41 | 34.41 |
| 2.0 | 250 | 46.60 | 46.59 |
| 5.0 | 625 | 47.30 | 47.28 |

The differences of 0.01 to 0.02 mT in the last two rows come from the 1 nm spacing. Raising $J$ from 2 to 5 mJ/m$^2$ adds less than 1 mT.

## What the back of the antiferromagnet must do

In a layer of finite thickness, minimizing (2) gives $A\theta''=K\sin\theta\cos\theta$. Multiplication by $2\theta'$ and integration yield

$$A\theta'^2=K(\sin^2\theta+C). \tag{16}$$

If the back is anchored at $\theta=0$, the slope there is not zero, so $C>0$. The restoring torque at the interface is $2A|\theta'(0)|=a\sqrt{\sin^2\alpha+C}$, larger than the value $a\sin\alpha$ of the thick layer. At $\beta=90^\circ$ this torque must equal $J\cos\alpha$, and torque balance on the ferromagnet gives $f=J\cos\alpha$. A stiffer layer thus has a smaller $\alpha$ and a larger bias. The chain with a 25 nm anchored layer gives 55.2 mT, 18% above the thick-layer result.

A free back matters more. The chain was followed with the ferromagnet turned in steps of $10^\circ$ to full reversal, with the antiferromagnet 100 nm thick. With an anchored back it then stored 0.763 mJ/m$^2$, close to the full wall energy $2a=0.759$ mJ/m$^2$. With a free back it stored nothing, and its back had turned by $180^\circ$: the wall had left through the rear, and the antiferromagnet was reversed. The bias direction set during preparation was lost. For $J>a$, a bias that survives full reversal in this model therefore needs something that holds the far side. A sweep that stops short can keep it: in this 100 nm layer the wall escapes only at about 57.4 mT, where $m\approx-0.95$, whereas a 25 nm layer with a free back gives way at about 38 mT, before $m$ reaches zero. In a layer not much thicker than $w$, a free back can let the antiferromagnet reverse even for $J<a$, because there is too little material to resist the interface. Defects are not included in the model; if they trap the wall on its way back, the return branch can differ from (11).

## The model beside a real film

Several neglected effects are small for these numbers. With $K_F=0.3$ kJ/m$^3$, a rough value for permalloy, $k=0.003$ mJ/m$^2$, against a limit of 0.034 mJ/m$^2$ from (15) and of 0.027 mJ/m$^2$ for a sweep from alignment not to jump past the crossing. Allowing the ferromagnet to twist, with a stiffness of 10 pJ/m, gives a twist of $5^\circ$ across the film in the chain calculation and lowers the bias by about 1.25%. The field also cants the sublattices. For a rough susceptibility $\chi=10^{-3}$, the energy density $\chi B^2/(2\mu_0)$ at the bias field is about $7\times10^{-5}$ of $K$.

Bias energies $|\mu_0H_{eb}|Mt_F$ of permalloy on FeMn are roughly 0.1 mJ/m$^2$, about a quarter of the 0.37 mJ/m$^2$ found here. One assumption open to doubt is the perfect interface. Roughness mixes both sublattices at the surface and lowers the average coupling. If one tenth of $J$ survives and acts as a uniform coupling, then $J=0.2$ mJ/m$^2$ and (12) gives 22 mT. A tenfold loss of coupling halves the bias, and the film is no longer in the saturated regime. An effective $J$ near 0.1 mJ/m$^2$ would reproduce the rough measured size, but so would a smaller $\sqrt{AK}$ with strong coupling; the bias field alone does not decide. The spin structure of FeMn is also not a simple pair of opposite sublattices, so $A$ and $K$ are effective parameters here.

Thickness and temperature restrict the result further. An antiferromagnet 10 nm thick is thinner than $w$ in this example, so the thick-layer formula should not be applied to it with these parameters. A polycrystalline film also consists of grains. For a column 20 nm in diameter, the full wall energy is $2a\times314\ \text{nm}^2$, or about $58\,k_BT$ at 300 K. That figure is the lower one only for a column taller than about $4w=63$ nm; in a shorter column, turning the whole grain through the hard direction costs less, namely $K$ times its volume, or about $9\,k_BT$ for a height of 10 nm. The wall figure is an energy scale, not a computed barrier: for $J>a$ and a held far side, the wall is already present once the ferromagnet has reversed, and the stability of the grain depends on how firmly that side is held.

Within this model of a uniform interface, a soft ferromagnet on a thick, anchored antiferromagnet with $J$ several times $2\sqrt{AK}$ gains little from a better interface. As long as the antiferromagnet stays thick, a substantially larger bias field then requires a larger $AK$ or a smaller $Mt_F$.
